Two First-Order Nuclear Resonance Frequencies of a Phosphorus Donor

**Question**

I have a phosphorus donor in silicon, with its electron bound, in a magnetic field of 0.35 T. The contact coupling between the electron and the ³¹P nucleus is given as 117.5 MHz. I am asked for the two nuclear resonance frequencies "to first order", and I am stuck in three places.

First, the bare nucleus would resonate near 6 MHz in this field, so the coupling is far larger than the thing it is supposed to perturb. How can a first-order treatment be allowed? Second, do I add the whole coupling to the nuclear frequency, or half of it? Third, one of my two answers comes out negative. Does the sign mean anything?

**Answer**

The coupling has to be small compared with the electron's Zeeman energy. For an isotropic contact coupling, as here, it need not be small compared with the nuclear one. An anisotropic coupling can contain an S_z I_x part that joins the two nuclear states directly, and that part must also be small compared with the nuclear line energy. To see why, write down all four spin levels and look at which of them the coupling can mix.

**The Hamiltonian and its signs**

I use atomic units for the algebra: ħ = 1, the Bohr magneton is 1/2, and the proton mass is m_p. Let the field B point along z. The electron has spin S = 1/2 and the nucleus has spin I = 1/2. The electron's magnetic moment is opposite to its spin, while that of ³¹P is parallel to its spin, so the two Zeeman terms have opposite signs:

H = w_e S_z − w_n I_z + A S·I

w_e = g_e B/2,  w_n = g_n B/(2m_p)

Here w_e and w_n are positive energies. The contact coupling A is isotropic, and I take it as positive. The "117.5 MHz" is A/h in ordinary units. In atomic units h = 2π, so a transition energy E corresponds to a frequency E/(2π).

Now split the coupling into a part along the field and a part across it. With S± = S_x ± iS_y and I± = I_x ± iI_y, multiplying out gives

S₊I₋ + S₋I₊ = 2(S_x I_x + S_y I_y)

because the terms with a single factor i cancel. Therefore

S·I = S_z I_z + (S₊I₋ + S₋I₊)/2

**Why first order is allowed**

Label the product states by the signs of (m_S, m_I), electron first. The operator S₊I₋ raises the electron spin and lowers the nuclear spin. Its partner does the reverse. The transverse part therefore joins just one pair of states, (+,−) and (−,+). Without the coupling, these two states differ in energy by

D = w_e + w_n

This D is the large energy that protects the first-order result. The two states that differ by the small energy w_n, such as (+,+) and (+,−), have the same electron spin. The coupling has no matrix element between them, so it does not matter that A/2 is larger than w_n. The condition is A ≪ D, which in practice means A ≪ w_e.

The transverse part has no diagonal element between product states, so it contributes nothing to the energies at first order. The remaining term, A S_z I_z, gives

E(m_S, m_I) = w_e m_S − w_n m_I + A m_S m_I

or, written out,

E(+,+) = w_e/2 − w_n/2 + A/4

E(+,−) = w_e/2 + w_n/2 − A/4

E(−,+) = −w_e/2 − w_n/2 − A/4

E(−,−) = −w_e/2 + w_n/2 + A/4

**The two nuclear lines**

A nuclear resonance here means a transition in which the nucleus flips and the electron does not. In the product states, the operator I_x = (I₊ + I₋)/2 connects just such pairs. Subtract the levels in pairs with the same electron spin:

E(+,+) − E(+,−) = A/2 − w_n

E(−,+) − E(−,−) = −A/2 − w_n

The factor 1/2 in front of A is the electron's spin projection. That settles your second point: each line contains half the coupling.

The sign of a difference tells you which nuclear state lies lower. The resonance frequency depends on its magnitude:

E_down = |A/2 + w_n|  (electron spin down)

E_up = |A/2 − w_n|  (electron spin up)

**Putting in the numbers**

I use the rounded nuclear factor g_n = 2.26 for ³¹P and the rough electron factor g_e = 2.00. The electron factor does not enter the first-order lines; it is needed to judge the error. I keep the energies in µeV and convert the final results to MHz. A quantum of 1 µeV has a frequency of 241.7989 MHz, so

A = 117.5/241.7989 µeV = 0.48594 µeV

A/2 = 0.24297 µeV

The atomic unit of field is 2.35052 × 10⁵ T, the proton mass is 1836.153 electron masses, and one hartree is 27.21139 eV. Hence

w_n = 2.26 × [0.35/(2.35052 × 10⁵)]/(2 × 1836.153) × 27.21139 × 10⁶ µeV = 0.02494 µeV

w_e = (2.00/2) × [0.35/(2.35052 × 10⁵)] × 27.21139 × 10⁶ µeV = 40.519 µeV

The electron Zeeman energy is 83.4 times A, so the condition for first order is met. The half coupling is 9.74 times w_n, which is the ratio that worried you. The two transition energies are

E_down = 0.24297 + 0.02494 = 0.26791 µeV

E_up = 0.24297 − 0.02494 = 0.21803 µeV

Multiplying by 241.7989 MHz per µeV gives the first-order frequencies:

**electron down: 64.8 MHz**

**electron up: 52.7 MHz**

**What the negative difference means**

For a fixed electron spin, the nucleus sees

H_nucleus = −(w_n − A m_S) I_z

apart from a constant. This is the Hamiltonian of a nucleus in an effective field. Since w_n is proportional to B, the half coupling corresponds to a field of 9.74 × 0.35 T = 3.41 T. With the electron down, this field adds to the applied one, and the total is 3.76 T along +z. With the electron up, it opposes the applied field and overwhelms it, leaving 3.06 T along −z.

The lower nuclear state is therefore (−,+) when the electron is down, but (+,−) when the electron is up. A negative difference records this ordering. It does not represent a negative resonance frequency.

If A were negative, the two electron labels would be exchanged, but the pair of frequencies would stay the same. The two frequencies alone therefore do not reveal the sign of A. You would also need to know which electron state belongs to which line.

**How large is the part that was dropped?**

The transverse coupling can be treated completely, because it acts within one pair of states. Since S₊ and I₋ each have matrix element 1 here, the element joining (−,+) to (+,−) is A/2. The diagonal energies of the pair are

E(+,−) = D/2 − A/4,  E(−,+) = −D/2 − A/4

For a 2 by 2 matrix with diagonal elements c ± D/2 and off-diagonal element A/2, the eigenvalues are c ± ½√(D² + A²). Here c = −A/4. The upper state of the pair therefore rises, and the lower one falls, by

d = ½[√(D² + A²) − D]

For A ≪ D, the square root is approximately D + A²/(2D), so

d ≈ A²/(4D)

The states (+,+) and (−,−) do not move. Repeating the subtraction for the case A/2 > w_n + d gives

E_down = E(−,−) − [E(−,+) − d] = A/2 + w_n + d

E_up = E(+,+) − [E(+,−) + d] = A/2 − w_n − d

where the E(m_S, m_I) on the right are the first-order levels. In this example D = 40.519 + 0.025 = 40.544 µeV, so

d/h ≈ 0.48594²/(4 × 40.544) × 241.7989 MHz = 0.352 MHz

The upper line moves up to 65.13 MHz and the lower line moves down to 52.37 MHz. Diagonalizing the full four-level Hamiltonian, with the nuclear lines identified by their I_x matrix elements, gives these same two frequencies. Thus 64.8 and 52.7 MHz are the first-order answers you were asked for, while the complete spin model puts the lines near 65.1 and 52.4 MHz.

Whether this correction matters depends on what you want from the lines. It is less than 1% of either frequency. In the sum of the two lines, d cancels and the result is A, which is why the diagonalized lines add up to 117.50 MHz. In half their difference it does not cancel:

(E_down − E_up)/2 = w_n + d

If you read this quantity as the nuclear Zeeman energy, you overestimate w_n by about 6% at this field. The sum is therefore the better route to A, and the difference needs the second-order correction before it yields g_n.

**What happens at other fields**

At higher field, w_n grows while A stays fixed. At 3.41 T, w_n equals A/2 and the first-order electron-up line reaches zero frequency: the applied field cancels the electron's field at the nucleus. Above this point the absolute value matters, and the first-order lines become

E_down = w_n + A/2,  E_up = w_n − A/2

Now their mean is w_n and their separation is A, whereas below the crossing their mean was A/2 and their separation 2w_n. At 5.0 T the first-order frequencies are 144.9 and 27.4 MHz. Very close to the crossing, d is no longer small compared with the electron-up frequency, so the first-order formula is poor there as a relative estimate, even though its absolute error is small.

At lower field, the first-order line separation fails well before the two frequencies themselves do. The correction d grows roughly as 1/B while w_n falls as B, so their ratio grows as 1/B². Starting from the 6% at 0.35 T, the two become equal near 0.085 T. Below that field, the correction to the line separation exceeds the first-order separation itself.

The zero-field limit makes the failure plain. There D = 0 and d = A/2, so the complete expressions give transition energies A and 0. The first-order formula would give A/2 for both. At zero field the electron has no Zeeman energy to hold its spin along z, and the transverse part of the coupling can no longer be neglected.

**Comparison with a real donor**

The example describes a phosphorus donor in silicon under conditions typical of an electron-spin-resonance spectrometer: the electron Zeeman energy corresponds to a microwave frequency of about 9.8 GHz. The two nuclear lines can be studied by electron–nuclear double resonance, in which a radio-frequency field flips the nucleus and the electron resonance registers the change. The field does not act on the nuclear moment alone. The transverse coupling slightly mixes the electron states, so a radio-frequency field perpendicular to B also drives these transitions through the much larger electron moment. Here that contribution is about (A/2)/w_n, or nearly ten, times the direct nuclear one. It adds to the direct term on the electron-down line and opposes it on the electron-up line, so the two lines are driven about 10.7 and 8.7 times as strongly as a bare nucleus. For a weak radio-frequency field this changes the strength of the lines, not their positions: the shift grows as the square of the amplitude and is only about 10⁻⁴ MHz at 1 mT. The model assumes a neutral, isolated donor with exactly the coupling you were given. In devices, strain and electric fields can change that coupling. At fixed B, a 0.1% increase in A, taken as an illustration and not as a prediction for a particular device, moves both lines up by about 0.06 MHz. A device can also remove the donor electron altogether. In this model that sets A = 0 and leaves a single nuclear line at w_n/h, near 6.0 MHz. Couplings to ²⁹Si nuclei and to other donors are left out, and I have not estimated their effect.

The rounding of g_n matters less than the second-order correction. An error of half a unit in its last digit shifts each first-order line by about 0.013 MHz, in opposite directions for the two lines.

Temperature does not appear in the line positions, but it decides which electron states are occupied. Take 4 K, where kT = 344.7 µeV. Neglecting the small hyperfine energies, the ratio of the electron-down to the electron-up population is exp(w_e/kT). The excess of down over up, as a fraction of the total, is therefore

P = [exp(w_e/kT) − 1]/[exp(w_e/kT) + 1] = tanh[w_e/(2kT)] = tanh[40.519/(2 × 344.7)] = 0.059

About 53% of the electrons are down and 47% are up, so donors of both kinds are present and both nuclear transitions are available. Their relative intensities would need a separate calculation, including the nuclear populations and the way the resonance is detected.

The same temperature is low enough for the donor to be treated as staying in its orbital ground state. Five higher valley-orbit states lie roughly 12 meV above it. Placing all five at that energy gives them a combined thermal weight of about 4 × 10⁻¹⁵, far too small to alter the mean coupling noticeably. The binding energy, roughly 45 meV, is about 130 times kT, which supports the assumption that heat does not ionize the donor. It does not exclude ionization by other means, such as nearby acceptors or an applied gate voltage.

The numerical output below lists the main values used here, including the first-order and diagonalized frequencies side by side.

Computed results

```
Magnetic field: 0.35 T
Given contact coupling A/h: 117.5 MHz
Electron g factor, rough: 2.00
31P nuclear g factor, rounded: 2.26
Atomic unit of magnetic field: 2.35052e+05 T
Proton mass in electron masses: 1836.153
Hartree energy: 27.21139 eV
Frequency of a 1 micro-eV quantum: 241.7989 MHz
Contact coupling A: 0.48594 micro-eV
Half coupling A/2: 0.24297 micro-eV
Electron Zeeman energy w_e: 40.519 micro-eV
Nuclear Zeeman energy w_n: 0.02494 micro-eV
Ratio (A/2)/w_n: 9.74
Ratio w_e/A: 83.4
First-order energy, electron down: 0.26791 micro-eV
First-order frequency, electron down: 64.78 MHz
Diagonalized frequency, electron down: 65.13 MHz
First-order energy, electron up: 0.21803 micro-eV
First-order frequency, electron up: 52.72 MHz
Diagonalized frequency, electron up: 52.37 MHz
First-order line separation: 12.06 MHz
Sum of diagonalized lines: 117.50 MHz
Second-order shift A^2/(4D): 0.352 MHz
Field where w_n equals A/2: 3.41 T
High test field: 5.0 T
High-field first-order line, down: 144.9 MHz
High-field first-order line, up: 27.4 MHz
Line error from g_n rounding, at most: 0.013 MHz
Line shift for 0.1 % larger A: 0.059 MHz
Chosen temperature: 4.0 K
Thermal energy kT: 344.7 micro-eV
Electron polarization: 0.0587
Fraction with electron down: 0.529
Valley-orbit gap, rough: 12 meV
Thermal weight of five excited states: 3.8e-15
Donor binding energy, rough: 45 meV
Binding energy over kT: 131
```
